# Random Structure Search: Trials Needed and Minima Still Unseen

## 1. Repeats can mislead

Forty relaxations of an eight-atom cluster from random starts gave five distinct minima and 35 repeats. It is tempting to stop there, since nearly every new run returns a known structure. A further 360 runs found two more minima. Repeats do carry information about what is missing, but without a formula one cannot say how much.

Two questions must be kept apart. If the probability of hitting a target is known, how many trials make a hit nearly certain? If no such probability is known, what do the repeats say about minima not yet seen? The first has a definite answer. The second has only estimates as answers. Estimating the number of unseen minima here needs a prior assumption about basin sizes; their total hit probability can also be estimated without one (Section 6).

A *trial* is a random start, a local relaxation and an identification of the minimum reached. Trials are independent and use the same distribution of starts and the same relaxation method, so each minimum $i$ has a fixed hit probability $p_i$. Changing either one changes the $p_i$. A search that starts each run from the previous result does not satisfy this. Atom permutations, rotations and mirror images count as one minimum. Failed relaxations are discarded, and all probabilities refer to retained trials. The algebra is dimensionless.

## 2. Trials for a known hit probability

Let the target have hit probability $p$, with $0<p<1$. By independence, $N$ trials all miss it with probability $(1-p)^N$. At least one hit with confidence $C$ requires
$$(1-p)^N\le 1-C .$$
Take logarithms and divide by $\ln(1-p)$. This number is negative, so the inequality turns round:
$$N\ge\nu,\qquad \nu=\frac{\ln(1-C)}{\ln(1-p)}=\frac{L}{-\ln(1-p)},\qquad L=-\ln(1-C).$$
The required number of trials is $\nu$ rounded up to an integer.

**Small $p$.** From $-\ln(1-p)=p+p^2/2+p^3/3+\dots$,
$$\frac{1}{-\ln(1-p)}=\frac1p\Big[1+\frac p2+\frac{p^2}{3}+\dots\Big]^{-1}.$$
With $(1+u)^{-1}=1-u+u^2-\dots$, the $p^2$ term in the bracket is $-\frac13+\frac14=-\frac1{12}$. Therefore
$$\nu=\frac Lp-\frac L2-\frac{Lp}{12}-\dots$$
The leading term says that the cost is inversely proportional to the hit probability. The first correction is a constant saving of $L/2$ trials, about 1.5 at 95% confidence.

Stopping after the correction is still safe. Put $y=p/(2-p)$, so that $(1+y)/(1-y)=1/(1-p)$. Then
$$-\ln(1-p)=\ln\frac{1+y}{1-y}=2\Big(y+\frac{y^3}{3}+\dots\Big)>2y ,$$
because all terms are positive. Hence $\nu<L/(2y)=L(2-p)/(2p)=L/p-L/2$.

For $p=0.01$ and $C=0.95$, $L/p=299.57$. Subtracting 1.50 gives 298.07, which rounds up to 299, the printed value. For $p=0.2$ the same steps give $14.98-1.50=13.48$, hence 14.

**Large $p$.** If $p\ge C$, one trial suffices. As $p\to1$, $\nu=L/\ln[1/(1-p)]$ tends to zero, and the small-$p$ series is no longer the useful description: the rounding to an integer decides the answer.

The formula cannot certify that a global minimum has been found, because its $p$ is unknown and may be very small.

## 3. What the repeats say about the number of minima

Let there be $K$ minima, with $K$ unknown. After $n$ trials, $w$ distinct minima have been seen, with counts $n_1,\dots,n_w$ that add up to $n$. The number of repeats is $n-w$.

Two prior assumptions are made. Every $K=1,2,\dots$ has equal weight. For given $K$, the hit probabilities $\theta_1,\dots,\theta_K$ are uniformly distributed over all non-negative values with sum 1 (the simplex). The energies are not used.

**The simplex integral.** Let $I$ be the integral of $\prod_j\theta_j^{n_j}$ over the simplex, with $K-1$ of the $\theta_j$ as variables. Start from
$$\prod_{j=1}^K\int_0^\infty t_j^{n_j}e^{-t_j}\,dt_j=\prod_j n_j!$$
and substitute $t_j=s\theta_j$ with $s=\sum_jt_j$. The volume element supplies $s^{K-1}$, so the left side is
$$I\int_0^\infty s^{n+K-1}e^{-s}\,ds=I\,(n+K-1)!,\qquad I=\frac{\prod_jn_j!}{(n+K-1)!}.$$
With all $n_j=0$ this gives the simplex volume $1/(K-1)!$, so the uniform density is $(K-1)!$. The case of two variables is
$$\int_0^1x^a(1-x)^b\,dx=\frac{a!\,b!}{(a+b+1)!}. \tag{1}$$

**The likelihood.** The data tell us which trials ended in the same minimum. The first group can be any of $K$ minima, the next any of $K-1$, and so on: $K!/(K-w)!$ assignments. By symmetry each has the same average probability, so
$$P(\text{data}|K)=\frac{K!}{(K-w)!}\,\frac{(K-1)!\prod_jn_j!}{(n+K-1)!}.$$
The factor $\prod_jn_j!$ does not depend on $K$ and cancels on normalization. Under this prior the inference about $K$ uses $n$ and $w$ alone; how the repeats are shared out does not matter.

For large $K$, $K!/(K-w)!$ grows as $K^w$ and the remaining factor falls as $K^{-n}$. The sum over $K$ converges if $n-w\ge2$. With fewer repeats the data do not limit $K$ enough to give a normalized posterior.

**The sums.** Let $m=K-w$ be the number of unseen minima. We need
$$M_r=\sum_K m(m-1)\cdots(m-r+1)\frac{K!}{(K-w)!}\frac{(K-1)!}{(n+K-1)!},$$
where $r=0$ means no prefactor. The prefactor changes $(K-w)!$ into $(K-w-r)!$. By (1),
$$\frac{(K-1)!}{(n+K-1)!}=\frac1{(n-1)!}\int_0^1x^{K-1}(1-x)^{n-1}dx .$$
Differentiating $\sum_Kx^K=1/(1-x)$ $v$ times and multiplying by $x^{v-1}$ gives
$$\sum_{K\ge v}\frac{K!}{(K-v)!}x^{K-1}=\frac{v!\,x^{v-1}}{(1-x)^{v+1}} .$$
All terms are positive, so sum and integral may be exchanged. With $v=w+r$ and (1),
$$M_r=\frac{(w+r)!}{(n-1)!}\int_0^1x^{w+r-1}(1-x)^{n-w-r-2}dx=\frac{(w+r)!\,(w+r-1)!\,(n-w-r-2)!}{(n-1)!\,(n-2)!}.$$

**Expected unseen minima.** The ratio $M_1/M_0$ is
$$U=\langle m\rangle=\frac{w(w+1)}{n-w-2},\qquad n\ge w+3. \tag{2}$$
The expected total is $w+U=w(n-1)/(n-w-2)$. Likewise $M_2/M_0$ gives
$$\langle m(m-1)\rangle=\frac{w(w+1)^2(w+2)}{(n-w-2)(n-w-3)},\qquad n\ge w+4,$$
and the variance of $m$ is this quantity plus $U-U^2$.

**Probability that none is missing.** Divide the $K=w$ term, $w!(w-1)!/(n+w-1)!$, by $M_0$:
$$P_0=\frac{(n-1)!\,(n-2)!}{(n+w-1)!\,(n-w-2)!}=\prod_{i=1}^w\frac{n-1-i}{n-1+i}. \tag{3}$$

**Unseen hit probability.** For given $K$, the mean of one unseen $\theta_i$ is the ratio of simplex integrals with $n_i=1$ and $n_i=0$, which is $1/(n+K)$. There are $K-w$ such minima. The extra denominator turns $(n+K-1)!$ into $(n+K)!$, so $n-1$ becomes $n$ in the integral representation. The numerator of the average over $K$ is
$$\frac{(w+1)!}{n!}\int_0^1x^w(1-x)^{n-w-2}dx=\frac{(w+1)!\,w!\,(n-w-2)!}{n!\,(n-1)!}.$$
Dividing by $M_0$ gives
$$Q=\frac{w(w+1)}{n(n-1)},\qquad n\ge w+2. \tag{4}$$
$Q$ is the probability that the next trial finds something new. It can be small while $U$ is not, because unseen minima tend to have small basins.

As a test, landscapes were drawn from the prior with $K$ limited to $1,\dots,40$ (a flat weight on all $K$ cannot be sampled; the posterior weight beyond $K=40$ is below $10^{-9}$ here, so the cut has negligible effect), and those giving $w=5$ in $n=30$ trials were kept. The mean number of unseen minima was 1.33, against 1.30 from (2), and their mean total probability was 0.0344, against 0.0345 from (4).

## 4. Long searches: leading terms and corrections

**Fixed $w$, large $n$.** Expanding the denominators in (2) and (4),
$$U=\frac{w(w+1)}n\Big[1+\frac{w+2}n+\dots\Big],\qquad Q=\frac{w(w+1)}{n^2}\Big[1+\frac1n+\dots\Big].$$
The expected number of missing minima falls as $1/n$, their total hit probability as $1/n^2$. The correction to $U$ is small only if $n\gg w$.

For $P_0$, set $R=n-1$ and take the logarithm of (3). From $\ln[(1-z)/(1+z)]=-2(z+z^3/3+\dots)$ with $z=i/R$, and the sums $\sum i=w(w+1)/2$ and $\sum i^3=w^2(w+1)^2/4$,
$$\ln P_0=-\frac{w(w+1)}{R}-\frac{w^2(w+1)^2}{6R^3}-\dots \tag{5}$$
All terms are negative, so the first alone gives an upper bound on $P_0$.

**A fixed ratio $w/n$.** If new minima keep appearing, $w$ grows with $n$ and the expansion above is unsuitable. Put $w=\rho n$ with $0<\rho<1$ fixed. The expected total is
$$w+U=\frac{\rho n(n-1)}{(1-\rho)n-2}=\frac{\rho n}{1-\rho}\Big(1-\frac1n\Big)\Big(1+\frac{2}{(1-\rho)n}+\dots\Big).$$
The terms of order $n^0$ are $\frac{\rho}{1-\rho}\big[\frac2{1-\rho}-1\big]$, so
$$w+U=\frac{\rho n}{1-\rho}+\frac{\rho(1+\rho)}{(1-\rho)^2}+\dots$$
Similarly, $Q=(\rho^2+\rho/n)(1+1/n+\dots)=\rho^2+\rho(1+\rho)/n+\dots$. The chance of a new minimum stays finite. The bound from (5) gives $P_0<e^{-\rho^2n}$: in this regime the search is almost certainly incomplete, within the model.

**When completeness becomes plausible.** The intermediate case is $n$ proportional to $w^2$. Let $w\to\infty$ with $w^2/n\to\lambda$. The first term of (5) tends to $-\lambda$ and the second vanishes as $1/w^2$, so $P_0\to e^{-\lambda}$. The ratio of successive terms of the posterior is
$$\frac{P(m+1)}{P(m)}=\frac{(w+m+1)(w+m)}{(m+1)(n+w+m)}\to\frac{\lambda}{m+1}.$$
Hence $P(m)\to e^{-\lambda}\lambda^m/m!$, a Poisson distribution of mean $\lambda$. Within the model, completeness becomes plausible only when the number of trials is at least of order $w^2$. This scaling rests on the prior for the basin sizes and need not hold for other landscapes.

## 5. Stopping rules

Requiring $U\le\frac12$ in (2) gives $n-w-2\ge2w(w+1)$, or
$$n\ge2w^2+3w+2. \tag{6}$$
At equality $R=2w^2+3w+1=(2w+1)(w+1)$. The first term of (5) is then
$$-\frac w{2w+1}=-\frac12+\frac1{2(2w+1)}\approx-\frac12+\frac1{4w},$$
and therefore $P_0\approx e^{-1/2}[1+1/(4w)]$. The leading value is 0.61. A search stopped by this rule still has, within the model, more than a one-in-three chance of being incomplete when $w$ is large.

A weaker aim is that the next trial be unlikely to give anything new: $Q\le\varepsilon$. With $B=w(w+1)/\varepsilon$, solving $n^2-n-B\ge0$ gives
$$n\ge\frac12+\sqrt{B+\frac14}\approx\frac{w+1/2}{\sqrt\varepsilon}+\frac12 ,$$
where $\sqrt{w(w+1)}\approx w+\frac12$ was used. This cost is linear in $w$. It suits a search for the common structures, not one for a narrow basin.

Checking a rule after every run does not alter the posterior: the decision to stop depends only on data already included, and adds no factor that depends on $K$. This does not protect against a wrong prior.

## 6. When basin sizes do not follow the prior

Take $K=30$ minima and $n=60$ trials, and average the estimated total over 3000 simulated searches (the last digit is sampling noise; the exact averages are 31.9, 48.4 and 12.7):

- Uniform on the simplex: 32.0.
- Equal hit probabilities: 48.2.
- Probabilities falling by a factor 0.7 from one minimum to the next: 12.7.

For given $K$, equal basins give the most distinct minima on average, and so the fewest repeats, because the chance $1-(1-p)^n$ of seeing a minimum is concave in $p$. Even so, about 34 of the 60 trials are repeats here. The expected number seen is $30[1-(29/30)^{60}]=26.1$, and inserting this in the formula gives $26.1\times59/(58-26.1)\approx48$. In the geometric case the 15 rarest minima have total probability of about $0.7^{15}=0.005$, so 60 trials are expected to hit them only 0.3 times altogether. They leave almost no trace in the data, and the estimate is far too low.

A check without this prior uses the number $f_1$ of minima seen once. Minimum $i$ is seen once with probability $np_i(1-p_i)^{n-1}$, so
$$\Big\langle\frac{f_1}n\Big\rangle=\sum_ip_i(1-p_i)^{n-1}.$$
The right side is the expected unseen hit probability after $n-1$ trials, since $(1-p_i)^{n-1}$ is the chance that minimum $i$ has been missed. For the geometric landscape the simulated mean was 0.0464 and the sum 0.0467. In a single search $f_1$ is often small and the estimate is noisy.

## 7. A Morse cluster

Eight atoms interact in pairs through
$$V(r)=D\big[(1-e^{-\alpha(r-r_0)})^2-1\big],$$
with round parameters $D=0.5$ eV, $r_0=2.5$ Å and $\alpha=2.4$ Å$^{-1}$, which represent no particular element. Starts are drawn in a sphere of radius 3.0 Å with no pair closer than 1.5 Å. Relaxation is by the L-BFGS method; the hit counts below belong to this method and this start distribution. All 400 relaxations were retained. They gave seven minima, the lowest at $-9.66$ eV:

| Energy above lowest (eV) | Hits |
|---|---|
| 0.000 | 243 |
| 0.083 | 61 |
| 0.341 | 13 |
| 0.462 | 1 |
| 0.493 | 36 |
| 0.502 | 37 |
| 0.511 | 9 |

The minimum hit least often is not the highest: three minima above it were found more often. Energy alone does not order the hit counts here.

**The first 40 runs.** With $w=5$, equation (2) gives $U=30/33=0.91$. The variance is $5\cdot36\cdot7/(33\cdot32)+0.91-0.91^2=1.28$, a standard deviation of 1.13. The repeats thus allowed for one or two missing minima. In fact at least three were missing, counting the eighth minimum mentioned below; the model gave three or more a weight of only 0.09. The first term of (5) gives $P_0\approx e^{-30/39}=0.463$, and the full value is 0.462. The fixed-ratio expansion with $\rho=5/40$ gives a total of $5.71+0.18=5.90$, against 5.91 from the full formula.

Equation (4) gives $Q=30/(40\cdot39)=0.019$, or about 7 of the next 360 runs. The observed fraction was 0.028, which is 10 runs. Two of the seven minima in the table were missed, and their hits must add up to 10. In the table only the counts 1 and 9 do so, which identifies them.

**The stopping rule.** Applied after each run, (6) stopped the search at $n=92$ with $w=6$, where $P_0=0.63$. One of the seven minima in the table was still missing, and so was the eighth mentioned below. With hit probabilities taken from longer surveys, the rule ends with all eight minima in roughly a quarter of searches or fewer, well below 0.63. This agrees with the warning in Section 5: the rule gave no certificate of completeness. For $w=7$ it requires 121 trials, while $Q\le0.01$ requires 76.

**All 400 runs.** Now $U=56/391=0.14$ and $P_0=0.87$. Equation (4) gives $Q=56/(400\cdot399)=0.00035$, but the singleton estimate is $1/400=0.0025$, seven times larger. The latter rests on one event and is very uncertain. The difference is still a reason for caution, because $Q$ ignores how unequal the counts are. Seven is the number found, not the total: this cluster has at least one more minimum, 0.343 eV above the lowest, which all 400 runs missed. Longer surveys put its hit probability near 0.005, more than ten times $Q$. A value of $P_0$ near one is a statement within the model, not a proof of completeness.

**Trials for a given minimum.** The lowest minimum has estimated $p=243/400=0.61$. The formula asks for 4 trials at 95% confidence and 5 at 99%. In 100 separate blocks of four runs, 95 contained a hit. The prediction is 97.6 with a binomial standard deviation of 1.5, so the difference is 1.7 standard deviations. The blocks and $p$ come from the same runs, which makes this a consistency check, not an independent measurement.

For the rarest minimum seen, $p\approx1/400=0.0025$, a value that rests on one hit and is very uncertain: the exact 95% interval runs from about 0.00006 to 0.014. At this value, 95% confidence needs $1198.3-1.5=1196.8$, hence 1197 trials. The survey of 400 runs had a probability of only $1-0.9975^{400}=0.63$ of seeing such a minimum at all. Others equally rare could have been missed. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
TRIALS FORMULA (p = hit probability per trial)
p=0.01: N(95%)=299, N(99%)=459, L/p at 95%=299.57 trials
p=0.05: N(95%)=59, N(99%)=90, L/p at 95%=59.91 trials
p=0.2: N(95%)=14, N(99%)=21, L/p at 95%=14.98 trials
PRIOR TEST, n=30 trials, w=5 minima
unseen minima: formula 1.304, simulated 1.332
unseen probability: formula 0.0345, simulated 0.0344
MEAN ESTIMATE OF K, true K=30, n=60 trials
equal 48.2, flat-simplex 32.0, geometric (ratio 0.7) 12.7 minima
geometric: mean f1/n 0.0464, exact sum 0.0467
MORSE CLUSTER
atoms 8, depth 0.5 eV, pair distance 2.5 angstrom, inverse range 2.4 1/angstrom
start sphere radius 3.0 angstrom, least start distance 1.5 angstrom
retained runs 400, discarded runs 0, distinct minima 7
lowest energy found -9.6637 eV
minimum 1: 0.0000 eV above lowest, 243 hits
minimum 2: 0.0828 eV above lowest, 61 hits
minimum 3: 0.3414 eV above lowest, 13 hits
minimum 4: 0.4617 eV above lowest, 1 hits
minimum 5: 0.4932 eV above lowest, 36 hits
minimum 6: 0.5022 eV above lowest, 37 hits
minimum 7: 0.5107 eV above lowest, 9 hits
SHORT SEARCH: n=40 trials, w=5 minima, 35 repeats
expected unseen 0.909, standard deviation 1.130 minima
expected total K 5.909 minima
probability none missing 0.4622
unseen probability Q 0.0192, singleton fraction 0.0250 (1 singletons)
fraction of later 360 runs in new minima 0.0278
FULL SURVEY: expected unseen 0.143 minima, probability none missing 0.8690
unseen probability Q 0.00035, singleton fraction 0.00250 (1 singletons)
lowest minimum: p=0.6075, N(95%)=4, N(99%)=5 trials
blocks of 4 runs: 100, with a hit 0.9500, predicted 0.9763
rarest seen minimum: p=0.0025, N(95%)=1197, N(99%)=1840 trials
rule U<=1/2 for w=7: n=121 trials
rule Q<=0.01 for w=7: n=76 trials
sequential rule U<=1/2: stops at n=92 trials, w=6 minima, probability none missing 0.6301
```
